# Shear Viscosity of a Gray Phonon Gas from the Chapman-Enskog Expansion, part 1

(Sections cited here and not found follow in the second part.)

## From scattering to the viscous heat-flow equation

Let heat flow along $x$ through a crystal, with a heat flux that grows linearly across the stream, $Q_x(y)=Gy$. The energy density $E$ is uniform and nothing changes in time. All phonons travel at the same speed $v$. Each keeps its direction, given by the unit vector $\mathbf s$, for a mean time $\tau_N$; then a collision returns it to the local drifting distribution. Let $e(y,\mathbf s)$ be the energy density per unit solid angle. In the drifting distribution more energy travels along the stream than against it, and for weak drift this is expressed by

$$e_N=\frac{1}{4\pi}\left(E+\frac{3}{v}s_xGy\right).$$

The factor 3 makes the heat flux correct. The average of $s_x^2$ over all directions is $1/3$, so $v\int s_x e_N\,d\Omega=3Gy\cdot\frac13=Gy$.

In a steady state, the change of $e$ along a phonon's path balances the collisions:

$$v s_y\frac{\partial e}{\partial y}=-\frac{e-e_N}{\tau_N}.$$

Because $e_N$ is linear in $y$, the trial solution $e=e_N+e_1$, with $e_1$ independent of $y$, works without approximation. The left side is then $3s_xs_yG/(4\pi)$, and

$$e_1=-\frac{3\tau_N G}{4\pi}s_xs_y .$$

This correction carries no net energy and no net heat flux, because its integrals with $1$, $s_x$, $s_y$ and $s_z$ vanish by reflection. It does carry $x$-directed flux across planes of constant $y$. Phonons arriving at such a plane from larger $y$ bring the stronger drift that prevails there, and phonons arriving from smaller $y$ bring the weaker one. The transport of $Q_x$ in the $y$ direction is

$$v^2\int s_xs_y e_1\,d\Omega=-3v^2\tau_N G\langle s_x^2s_y^2\rangle=-\frac{v^2\tau_N}{5}\,\frac{dQ_x}{dy}.$$

Here $\langle\ \rangle$ is the average over directions, and $\langle s_x^2s_y^2\rangle=1/15$, as will be derived below. The coefficient of the negative gradient is the diffusivity of drift, that is, the kinematic viscosity:

$$\nu=\frac{v^2\tau_N}{5}.$$

The origin of the 5 can be read from the same line. A quantity carried equally by phonons of all directions would spread along $y$ with $v^2\tau_N\langle s_y^2\rangle=v^2\tau_N/3$. Drift along $x$ is carried with the weight $3s_x^2$, which favours phonons moving along the stream. Those phonons move little across it, and the weighted mean of $s_y^2$ falls from $1/3$ to $3\langle s_x^2s_y^2\rangle=1/5$.

The special case leaves open whether the same coefficient governs flows that vary in time, that compress the phonon gas, or that lose momentum to the crystal. These need the general expansion, and with it a statement of what is assumed.

Let $f(\mathbf r,\mathbf k,t)$ be the occupation of a phonon state with wavevector $\mathbf k=k\mathbf s$. Three assumptions define the gray isotropic model. The frequency is $\omega=vk$ with one speed for all branches; the scattering times do not depend on frequency; and no direction in the crystal is preferred. Two kinds of scattering act. Normal scattering conserves the energy and the crystal momentum $\hbar\mathbf k$ of the phonons. Resistive scattering, by umklapp processes or defects, conserves only the energy. Each is modelled by relaxation with a single time:

$$\frac{\partial f}{\partial t}+v\,\mathbf s\cdot\nabla f=-\frac{f-f_N}{\tau_N}-\frac{f-f_0}{\tau_R}.$$

Here $f_0$ is the Bose distribution at rest, and $f_N$ is the Bose distribution that drifts with velocity $\mathbf u$,

$$f_N=\frac{1}{\exp\left[(\hbar\omega-\hbar\mathbf k\cdot\mathbf u)/k_BT\right]-1}.$$

This replaces the true three-phonon collision integral by a model, and the results below are results of that model.

Since neither $v$ nor the scattering times depend on frequency, the frequency can be integrated out. Multiply the kinetic equation by $\hbar\omega$, sum over branches, and integrate over the magnitude of $\mathbf k$ at fixed direction:

$$e(\mathbf r,\mathbf s,t)=\sum_{\text{branches}}\int_0^\infty\hbar\omega f\,\frac{k^2\,dk}{(2\pi)^3}.$$

The energy density and heat flux are

$$E=\int e\,d\Omega,\qquad \mathbf Q=v\int\mathbf s\,e\,d\Omega .$$

A phonon of energy $\hbar\omega$ has crystal momentum $\hbar k\,\mathbf s=\hbar\omega\,\mathbf s/v$. The density of crystal momentum is therefore $\mathbf P=v^{-1}\int\mathbf s\,e\,d\Omega$, and so

$$\mathbf Q=v^2\mathbf P .$$

The heat flux is thus itself, up to a constant, the density of a quantity that normal scattering conserves. This is why heat can flow like a fluid here. The exact proportionality of $\mathbf Q$ and $\mathbf P$ depends on the linear dispersion and the common speed; the conservation of $\mathbf P$ by normal scattering does not.

Next the drifting distribution must be expressed through $E$ and $\mathbf Q$. With $\omega=vk$ the exponent in $f_N$ is $\hbar vk(1-\mathbf s\cdot\mathbf u/v)/k_BT$. In the energy integral substitute $k'=k(1-\mathbf s\cdot\mathbf u/v)$. The integrand contains $k^3\,dk$, so four powers of the bracket come out:

$$e_N=\frac{E_r}{4\pi}\left(1-\frac{\mathbf s\cdot\mathbf u}{v}\right)^{-4},$$

where $E_r$ is the energy density at rest at the same temperature. To first order in $u/v$ this becomes

$$e_N=\frac{E_r}{4\pi}\left(1+4\,\frac{\mathbf s\cdot\mathbf u}{v}\right).$$

The linear term integrates to zero over directions, so $E=E_r$ to this order. The flux is $\mathbf Q=v\int\mathbf s\,e_N\,d\Omega=4E\langle\mathbf s(\mathbf s\cdot\mathbf u)\rangle$. With $\langle s_is_j\rangle=\delta_{ij}/3$ this gives

$$\mathbf Q=\frac43E\,\mathbf u .$$

Replacing $4E\mathbf u$ by $3\mathbf Q$ yields the form used in the opening case:

$$e_N=\frac{1}{4\pi}\left(E+\frac3v\,\mathbf s\cdot\mathbf Q\right).$$

The $E$ and $\mathbf Q$ in this formula have to be those of the actual distribution $e$. Normal scattering conserves energy and momentum, so the integrals of $(e-e_N)/\tau_N$ with $1$ and with $\mathbf s$ must vanish; since $\tau_N$ is a constant, $e$ and $e_N$ share both moments. Resistive scattering relaxes $e$ towards the isotropic value $E/(4\pi)$. The equation to be solved is therefore

$$\frac{\partial e}{\partial t}+v\,\mathbf s\cdot\nabla e=-\frac{e-e_N}{\tau_N}-\frac{1}{\tau_R}\left(e-\frac{E}{4\pi}\right).$$

The temperature is taken to vary little, so that $\tau_N$ and $\tau_R$, which depend on it, can be treated as constants.

Integrate this equation over directions. Both collision terms vanish, and

$$\frac{\partial E}{\partial t}=-\nabla\cdot\mathbf Q .$$

Multiply it by $vs_i$ and integrate. The normal term vanishes again, while the resistive term leaves $-Q_i/\tau_R$:

$$\frac{\partial Q_i}{\partial t}+v^2\frac{\partial}{\partial x_j}\int s_is_j\,e\,d\Omega=-\frac{Q_i}{\tau_R}.$$

Repeated indices are summed. Within the model these two balances hold for any distribution, but they are not closed, because the second contains a new moment of $e$. The Chapman-Enskog expansion closes them when normal scattering is the fastest process.

Let $\varepsilon$ be the small ratio of the mean free path $\ell=v\tau_N$ to the length over which the flow varies. Gradients are counted as order $\varepsilon$, and so is $\tau_N/\tau_R$. The distribution is written as $e=e_N+e_1+\dots$, with $e_1$ of order $\varepsilon$. The fields $E$ and $\mathbf Q$ are not expanded. They are carried entirely by $e_N$, and every correction must have vanishing energy and flux. What is expanded is the law by which the fields change in time.

At lowest order $e$ is replaced by $e_N$ in the second balance. The part of $e_N$ that is odd in $\mathbf s$ drops out, and the even part gives

$$\int s_is_j\,e_N\,d\Omega=\frac{E}{3}\,\delta_{ij}.$$

The leading laws are thus

$$\frac{\partial E}{\partial t}=-\nabla\cdot\mathbf Q,\qquad \frac{\partial\mathbf Q}{\partial t}=-\frac{v^2}{3}\nabla E-\frac{\mathbf Q}{\tau_R}.$$

At the next order the kinetic equation determines $e_1$. On its left side and in the resistive term, which are already small, $e$ may be replaced by $e_N$:

$$-\frac{e_1}{\tau_N}=\frac{\partial e_N}{\partial t}+v\,\mathbf s\cdot\nabla e_N+\frac{1}{\tau_R}\left(e_N-\frac{E}{4\pi}\right).$$

Insert $e_N$ and multiply by $4\pi$:

$$-\frac{4\pi e_1}{\tau_N}=\frac{\partial E}{\partial t}+\frac3v\,\mathbf s\cdot\frac{\partial\mathbf Q}{\partial t}+v\,\mathbf s\cdot\nabla E+3s_is_j\frac{\partial Q_j}{\partial x_i}+\frac{3\,\mathbf s\cdot\mathbf Q}{v\tau_R}.$$

The time derivatives are needed only at leading order. The first becomes $-\nabla\cdot\mathbf Q$. The second becomes

$$\frac3v\,\mathbf s\cdot\frac{\partial\mathbf Q}{\partial t}=-v\,\mathbf s\cdot\nabla E-\frac{3\,\mathbf s\cdot\mathbf Q}{v\tau_R},$$

and this cancels both the energy gradient and the resistive term. What remains is

$$e_1=-\frac{\tau_N}{4\pi}\left(3s_is_j\frac{\partial Q_j}{\partial x_i}-\nabla\cdot\mathbf Q\right).$$

The cancellation has a physical content. A gradient of $E$ accelerates the drift as a whole, and resistance slows it as a whole. To this order neither distorts the drifting distribution; only a non-uniform drift does. The required conditions on $e_1$ are also met. Its energy is proportional to $3\cdot\frac13\nabla\cdot\mathbf Q-\nabla\cdot\mathbf Q=0$, and its flux vanishes because $e_1$ is even in $\mathbf s$.

The new contribution to the momentum balance requires the average of four direction components. In an isotropic average this can be built only from Kronecker symbols, symmetrically in all indices:

$$\langle s_is_js_ks_l\rangle=A\left(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\right).$$

Set $i=j$ and $k=l$ and sum. The left side is $\langle1\rangle=1$ and the right side is $A(9+3+3)$, so $A=1/15$. The choice $i=j=x$, $k=l=y$ gives the value $1/15$ used in the opening case. Now

$$v^2\!\int\! s_is_j\,e_1\,d\Omega=-v^2\tau_N\left[\frac{3}{15}\left(\delta_{ij}\nabla\cdot\mathbf Q+\frac{\partial Q_j}{\partial x_i}+\frac{\partial Q_i}{\partial x_j}\right)-\frac13\delta_{ij}\nabla\cdot\mathbf Q\right].$$

Take out the factor $1/5$. The terms with $\delta_{ij}$ combine to $1-\frac53=-\frac23$, and the result is

$$v^2\!\int\! s_is_j\,e_1\,d\Omega=-\frac{v^2\tau_N}{5}\left(\frac{\partial Q_j}{\partial x_i}+\frac{\partial Q_i}{\partial x_j}-\frac23\,\delta_{ij}\nabla\cdot\mathbf Q\right).$$

This is the viscous stress of an ordinary fluid, with $\mathbf Q$ in the place of the momentum density. Its divergence with respect to $x_j$ is $-\nu$ times $\partial_i\nabla\cdot\mathbf Q+\nabla^2Q_i-\frac23\partial_i\nabla\cdot\mathbf Q$. The second balance thus becomes

$$\frac{\partial\mathbf Q}{\partial t}+\frac{v^2}{3}\nabla E=-\frac{\mathbf Q}{\tau_R}+\nu\left[\nabla^2\mathbf Q+\frac13\nabla(\nabla\cdot\mathbf Q)\right],\qquad \nu=\frac{v^2\tau_N}{5}.$$

The stress has no part proportional to $\delta_{ij}\nabla\cdot\mathbf Q$ beyond the one that makes it traceless, so the bulk viscosity is zero. In this model that follows without any expansion: since $s_is_i=1$, the trace $\int s_is_i\,e\,d\Omega$ equals $E$ for every distribution, and the mean pressure cannot depart from $E/3$.

Within the gray relaxation-time model, when normal scattering is the fastest process, the heat flux obeys a viscous equation with $\nu=v^2\tau_N/5$ and zero bulk viscosity. It remains to see how heat-flow patterns decay under this equation and where the result reaches its limits.
